# How a Capping Metal's Influence on a Schottky Barrier Decays with Thickness: test program

```python
"""Influence of a capping metal on a Schottky barrier.

Stack: n-type semiconductor (x<0), metal A (0<x<d), thick metal B (x>d).
w(x) = local vacuum level minus Fermi level; barrier = w(0) - chi.
Result under test, for linear Thomas-Fermi screening and large d:
  barrier(d) - barrier(infinity)
    = 2 kB/(kA+kB) (PhiB-PhiA) exp(-kA d) / (1 + eps/(kA W)).
kA, kB: inverse screening lengths; PhiA, PhiB: work functions;
chi: electron affinity; eps: semiconductor permittivity;
W: depletion width under thick A. Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_bvp
from scipy.linalg import solve_banded

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_M = physical_constants["Bohr radius"][0]


class Metal:
    """Free-electron metal with work function phi and density radius rs."""

    def __init__(self, phi, rs):
        self.phi = phi
        self.rs = rs
        self.density = 3 / (4 * np.pi * rs**3)
        self.kf = (3 * np.pi**2 * self.density) ** (1 / 3)
        self.ef = self.kf**2 / 2
        self.k = np.sqrt(4 * self.kf / np.pi)


metal_a = Metal(0.16, 3.0)
metal_b = Metal(0.19, 2.0)
low_cap = Metal(0.15, 2.0)
chi = 0.14
xi = 0.003          # conduction band edge minus Fermi level in the bulk
eps = 10.0
donors = 1e-7       # per cubic bohr
cap_length = 12.0   # numerical length of the thick cap


def barrier_formula(d, layer, cap):
    """Closed barrier for linear screening with a depletion layer."""
    c, s = np.cosh(layer.k * d), np.sinh(layer.k * d)
    denominator = cap.k * c + layer.k * s
    transfer = cap.k / denominator
    stiffness = layer.k * denominator / (cap.k * s + layer.k * c)
    a = np.sqrt(8 * np.pi * eps * donors) / stiffness
    r = layer.phi + (cap.phi - layer.phi) * transfer - chi - xi
    root_v = (-a + np.sqrt(a * a + 4 * r)) / 2
    return xi + root_v**2


def curvature(w, metal, linear):
    """Second derivative of w from Poisson's equation in a metal."""
    shift = w - metal.phi
    if linear:
        return metal.k**2 * shift
    filling = np.maximum(1 - shift / metal.ef, 0.0)
    return 4 * np.pi * metal.density * (1 - filling**1.5)


def solve_stack(d, layer, cap, linear=True):
    """Numerical barrier and depletion width from the whole stack."""
    width_unit = 500.0

    def rhs(s, y, p):
        width = width_unit * p[0]
        return np.vstack((
            width * y[1],
            width * 4 * np.pi * donors / eps * np.ones_like(s),
            d * y[3], d * curvature(y[2], layer, linear),
            cap_length * y[5],
            cap_length * curvature(y[4], cap, linear)))

    def conditions(left, right, p):
        return np.array([
            left[0] - chi - xi, left[1],
            right[0] - left[2], eps * right[1] - left[3],
            right[2] - left[4], right[3] - left[5],
            right[4] - cap.phi])

    s = np.linspace(0, 1, 401)
    bending = 0.03
    width = np.sqrt(eps * bending / (2 * np.pi * donors))
    guess = np.zeros((6, s.size))
    guess[0] = chi + xi + bending * s**2
    guess[1] = 2 * bending * s / width
    guess[2] = layer.phi
    guess[4] = cap.phi
    sol = solve_bvp(rhs, conditions, s, guess, p=[width / width_unit],
                    tol=1e-9, max_nodes=20000)
    assert sol.success, sol.message
    return sol.y[2, 0] - chi, width_unit * sol.p[0]


def flat_band_transfer(d, layer, cap, h=0.005):
    """Finite-volume w(0) for zero field at x=0, PhiA=0 and PhiB=1."""
    n_layer = int(round(d / h))
    n = n_layer + int(round(15 / h))
    in_cap = np.arange(n) >= n_layer
    k2 = np.where(in_cap, cap.k**2, layer.k**2)
    bands = np.full((3, n), -1 / h**2)
    bands[1] = 2 / h**2 + k2
    bands[1, 0] -= 1 / h**2
    bands[1, -1] += 1 / h**2
    source = np.where(in_cap, k2, 0.0)
    source[-1] += 2 / h**2
    v = solve_banded((1, 1), bands, source)
    return (9 * v[0] - v[1]) / 8


def lindhard_factor(y):
    if y < 1e-6:
        return 1.0
    if abs(1 - y) < 1e-13:
        return 0.5
    return 0.5 + (1 - y * y) / (4 * y) * np.log(abs((1 + y) / (1 - y)))


def sheet_potential(x, metal):
    """Lindhard-screened potential of a unit charge sheet in bulk metal."""
    k2 = metal.k**2

    def difference(q):
        f = lindhard_factor(q / (2 * metal.kf))
        return 4 / (q * q + k2 * f) - 4 / (q * q + k2)

    total = 2 * np.pi / metal.k * np.exp(-metal.k * x)
    for lo, hi in ((0, 2 * metal.kf), (2 * metal.kf, 40.0)):
        total += quad(difference, lo, hi, weight="cos", wvar=x,
                      epsabs=1e-8, epsrel=1e-8, limit=300)[0]
    return total


# Screening constant from the density of a free-electron gas.
for metal in (metal_a, metal_b):
    step = 1e-5
    n_of_mu = lambda mu: (2 * mu) ** 1.5 / (3 * np.pi**2)
    slope = (n_of_mu(metal.ef + step) - n_of_mu(metal.ef - step)) / (2 * step)
    assert abs(4 * np.pi * slope / metal.k**2 - 1) < 1e-6

# Flat bands: transfer factor in its two forms against finite volumes.
rho = (metal_a.k - metal_b.k) / (metal_a.k + metal_b.k)
flat = {}
for d in (0.5, 1.0, 2.0, 4.0, 8.0):
    c, s = np.cosh(metal_a.k * d), np.sinh(metal_a.k * d)
    t_hyperbolic = metal_b.k / (metal_b.k * c + metal_a.k * s)
    decay = np.exp(-metal_a.k * d)
    t_exponential = (1 - rho) * decay / (1 - rho * decay**2)
    numeric = flat_band_transfer(d, metal_a, metal_b)
    assert abs(t_hyperbolic / numeric - 1) < 2e-4
    assert abs(t_exponential / numeric - 1) < 2e-4
    flat[d] = t_hyperbolic
# Equal screening lengths: a pure exponential at every thickness.
same_k = flat_band_transfer(1.0, metal_a, metal_a)
assert abs(same_k / np.exp(-metal_a.k) - 1) < 2e-4

# Whole stack with depletion layer, linear and nonlinear screening.
thicknesses = (1.0, 2.0, 4.0, 6.0, 8.0)
thick_lin, width_thick = solve_stack(4.0, metal_a, metal_a)
thick_non, _ = solve_stack(4.0, metal_a, metal_a, linear=False)
thick_formula = barrier_formula(0.0, metal_a, metal_a)
only_b, _ = solve_stack(4.0, metal_b, metal_b)
assert abs(thick_lin - thick_formula) < 1e-7
assert abs(barrier_formula(25.0, metal_a, metal_b) - thick_lin) < 1e-7
assert abs(barrier_formula(0.0, metal_a, metal_b) - only_b) < 1e-7
linear_shift, nonlinear_shift, barriers = {}, {}, {}
for d in thicknesses:
    value, _ = solve_stack(d, metal_a, metal_b)
    assert abs(value - barrier_formula(d, metal_a, metal_b)) < 1e-7
    barriers[d] = value
    linear_shift[d] = value - thick_lin
    value_non, _ = solve_stack(d, metal_a, metal_b, linear=False)
    nonlinear_shift[d] = value_non - thick_non

# A cap of lower work function lowers the barrier.
lowered, _ = solve_stack(2.0, metal_a, low_cap)
assert abs(lowered - barrier_formula(2.0, metal_a, low_cap)) < 1e-7
assert lowered < thick_lin

# Exponent and prefactor of the asymptotic law.
depletion_factor = 1 + eps / (metal_a.k * width_thick)
prefactor = (2 * metal_b.k / (metal_a.k + metal_b.k)
             * (metal_b.phi - metal_a.phi) / depletion_factor)
law = {d: prefactor * np.exp(-metal_a.k * d) for d in thicknesses}
rate_lin = np.log(linear_shift[6.0] / linear_shift[8.0]) / 2
rate_non = np.log(nonlinear_shift[6.0] / nonlinear_shift[8.0]) / 2
assert abs(rate_lin / metal_a.k - 1) < 2e-3
assert abs(rate_non / metal_a.k - 1) < 1e-2
assert abs(law[8.0] / linear_shift[8.0] - 1) < 1e-3

# Thickness at which the influence has fallen to 1 meV.
target = 1e-3 / HARTREE_EV
d_target = np.log(prefactor / target) / metal_a.k
reached = barrier_formula(d_target, metal_a, metal_b) - thick_formula
assert abs(reached / target - 1) < 5e-3

# Lindhard response: oscillating tail with an inverse-square envelope.
envelope = {}
for start in (15.0, 30.0, 60.0):
    xs = np.arange(start, start + 5.01, 0.25)
    pot = np.array([sheet_potential(x, metal_a) for x in xs])
    assert pot.min() < 0 < pot.max()
    envelope[start] = (np.max(np.abs(pot)), np.max(np.abs(pot) * xs**2))
tf_at_15 = 2 * np.pi / metal_a.k * np.exp(-metal_a.k * 15.0)
assert envelope[15.0][0] > 50 * tf_at_15
assert 0.75 < envelope[60.0][1] / envelope[30.0][1] < 1.33

for name, m in (("A", metal_a), ("B", metal_b)):
    print(f"metal {name}: r_s = {m.rs:.1f} bohr, Phi = {m.phi:.3f} Ha")
    print(f"  k_F = {m.kf:.4f} 1/bohr, Fermi energy = {m.ef:.4f} Ha")
    print(f"  k = {m.k:.4f} 1/bohr, 1/k = {1 / m.k:.4f} bohr")
print(f"chi = {chi:.3f} Ha, xi = {xi:.3f} Ha, eps = {eps:.1f}")
print(f"donor density = {donors:.1e} bohr^-3")
print(f"donor density = {donors / (100 * BOHR_M)**3:.2e} cm^-3")
print(f"(PhiB-PhiA)/Fermi energy of A = "
      f"{(metal_b.phi - metal_a.phi) / metal_a.ef:.4f}")
print(f"rho = {rho:.4f}")
for d, t in flat.items():
    print(f"flat-band transfer T at d = {d:.1f} bohr: {t:.4e}")
print(f"barrier, B alone = {only_b:.6f} Ha = {only_b * HARTREE_EV:.4f} eV")
print(f"barrier, thick A = {thick_lin:.6f} Ha"
      f" = {thick_lin * HARTREE_EV:.4f} eV")
print(f"thick A, nonlinear screening = {thick_non:.6f} Ha")
print(f"depletion width under thick A = {width_thick:.2f} bohr")
print(f"depletion factor 1+eps/(kA W) = {depletion_factor:.5f}")
print(f"prefactor of the law = {prefactor:.6f} Ha")
print("cap influence in mHa: linear, asymptotic law, nonlinear")
for d in thicknesses:
    print(f"  d = {d:.1f} bohr: {1e3 * linear_shift[d]:.5f}, "
          f"{1e3 * law[d]:.5f}, {1e3 * nonlinear_shift[d]:.5f}")
for d in thicknesses:
    print(f"barrier at d = {d:.1f} bohr: {barriers[d]:.6f} Ha")
print(f"decay rate from d = 6 to 8 bohr, linear = {rate_lin:.5f} 1/bohr")
print(f"same, nonlinear = {rate_non:.5f} 1/bohr")
print(f"barrier, cap Phi = {low_cap.phi:.2f} Ha, d = 2 bohr: "
      f"{lowered:.6f} Ha")
print(f"thickness for 1 meV influence = {d_target:.3f} bohr"
      f" = {d_target * BOHR_M * 1e9:.4f} nm")
print(f"unit sheet, Thomas-Fermi potential at 15 bohr = {tf_at_15:.2e} a.u.")
print(f"unit sheet, Lindhard maximum, 15-20 bohr = "
      f"{envelope[15.0][0]:.2e} a.u.")
for start in (30.0, 60.0):
    print(f"Lindhard max of |potential| x^2, {start:.0f}-{start + 5:.0f}"
          f" bohr = {envelope[start][1]:.3f} a.u.")
print("every check passed")
```

Running it gives:

```
metal A: r_s = 3.0 bohr, Phi = 0.160 Ha
  k_F = 0.6397 1/bohr, Fermi energy = 0.2046 Ha
  k = 0.9025 1/bohr, 1/k = 1.1080 bohr
metal B: r_s = 2.0 bohr, Phi = 0.190 Ha
  k_F = 0.9596 1/bohr, Fermi energy = 0.4604 Ha
  k = 1.1053 1/bohr, 1/k = 0.9047 bohr
chi = 0.140 Ha, xi = 0.003 Ha, eps = 10.0
donor density = 1.0e-07 bohr^-3
donor density = 6.75e+17 cm^-3
(PhiB-PhiA)/Fermi energy of A = 0.1466
rho = -0.1010
flat-band transfer T at d = 0.5 bohr: 6.7357e-01
flat-band transfer T at d = 1.0 bohr: 4.3922e-01
flat-band transfer T at d = 2.0 bohr: 1.8059e-01
flat-band transfer T at d = 4.0 bohr: 2.9782e-02
flat-band transfer T at d = 8.0 bohr: 8.0569e-04
barrier, B alone = 0.049027 Ha = 1.3341 eV
barrier, thick A = 0.019291 Ha = 0.5249 eV
thick A, nonlinear screening = 0.019291 Ha
depletion width under thick A = 509.19 bohr
depletion factor 1+eps/(kA W) = 1.02176
prefactor of the law = 0.032327 Ha
cap influence in mHa: linear, asymptotic law, nonlinear
  d = 1.0 bohr: 12.96662, 13.11036, 13.11411
  d = 2.0 bohr: 5.31478, 5.31693, 5.37588
  d = 4.0 bohr: 0.87477, 0.87449, 0.88374
  d = 6.0 bohr: 0.14384, 0.14383, 0.14527
  d = 8.0 bohr: 0.02366, 0.02366, 0.02389
barrier at d = 1.0 bohr: 0.032258 Ha
barrier at d = 2.0 bohr: 0.024606 Ha
barrier at d = 4.0 bohr: 0.020166 Ha
barrier at d = 6.0 bohr: 0.019435 Ha
barrier at d = 8.0 bohr: 0.019315 Ha
decay rate from d = 6 to 8 bohr, linear = 0.90253 1/bohr
same, nonlinear = 0.90256 1/bohr
barrier, cap Phi = 0.15 Ha, d = 2 bohr: 0.017528 Ha
thickness for 1 meV influence = 7.512 bohr = 0.3975 nm
unit sheet, Thomas-Fermi potential at 15 bohr = 9.19e-06 a.u.
unit sheet, Lindhard maximum, 15-20 bohr = 3.60e-03 a.u.
Lindhard max of |potential| x^2, 30-35 bohr = 0.956 a.u.
Lindhard max of |potential| x^2, 60-65 bohr = 0.955 a.u.
every check passed
```
